# Gamma-point supercells and primitive-cell meshes in G0W0: a numerical check

```python
"""
Result under test: G0W0 at the Gamma point of an n-cell supercell equals
G0W0 of the primitive cell on the n-point mesh k = 2 pi m/(n a).
Model: dimerized chain, two sites per cell, hoppings T1 (inside a cell) and
T2 (between cells), lower band filled, spin degenerate, density-density
interaction v(r) = U exp(-r/LAM). Energies in eV, lengths in units of a.
Supercell road: real orbitals, RPA transition eigenproblem, sum over poles.
Mesh road: Bloch states, 2x2 Dyson equation, imaginary-frequency quadrature
plus residues. head = constant removed from the q = 0 interaction block.
"""
import numpy as np
from scipy.optimize import newton

T1, T2, U, LAM, DIST = 2.0, 0.8, 3.0, 1.0, 0.45
VXC = -U / 2
TAU = np.array([0.0, DIST])
# Logarithmic frequency grid: resolves Lorentzians of any width.
STEP = 0.25
FREQ = np.exp(np.arange(-60.0, 14.0, STEP))


def bare(r):
    return U * np.exp(-np.abs(r) / LAM)


class Supercell:
    def __init__(self, n, head=0.0, stagger=0.0, minimum_image=False):
        size = 2 * n
        ham = np.diag(np.tile([stagger, -stagger], n)).astype(float)
        for cell in range(n):
            a, b, nxt = 2 * cell, 2 * cell + 1, (2 * cell + 2) % size
            ham[a, b] -= T1
            ham[b, a] -= T1
            ham[b, nxt] -= T2
            ham[nxt, b] -= T2
        self.n = n
        self.eps, self.orb = np.linalg.eigh(ham)
        pos = (np.arange(n)[:, None] + TAU).ravel()
        dist = pos[:, None] - pos[None, :]
        if minimum_image:
            near = np.abs(dist)
            self.v = bare(np.minimum(near, n - near))
        else:
            self.v = sum(bare(dist + n * im) for im in range(-60, 61))
        self.v = self.v - head / n
        occ, emp = self.orb[:, :n], self.orb[:, n:]
        self.dens = occ @ occ.T
        self.exchange = -self.v * self.dens
        rho = (occ[:, :, None] * emp[:, None, :]).reshape(size, -1)
        delta = (self.eps[None, n:] - self.eps[:n, None]).ravel()
        root = np.sqrt(delta)
        kernel = rho.T @ self.v @ rho
        om2, vec = np.linalg.eigh(np.diag(delta**2)
                                  + 4 * root[:, None] * kernel * root)
        assert om2.min() > 0
        self.omega = np.sqrt(om2)
        self.amp = (np.sqrt(2) * self.v @ (rho * root) @ vec
                    / np.sqrt(self.omega))
        self.edges = [n - 1, n]

    def screening(self, z):
        """W - v at complex frequency z."""
        return (self.amp * (2 * self.omega / (z**2 - self.omega**2))
                ) @ self.amp.T

    def correlation(self, energy):
        total = np.zeros_like(self.v)
        for m, e in enumerate(self.eps):
            sign = 1 if m < self.n else -1
            part = (self.amp / (energy - e + sign * self.omega)) @ self.amp.T
            total += np.outer(self.orb[:, m], self.orb[:, m]) * part
        return total

    def start(self, i):
        return self.eps[i]

    def level(self, i, energy):
        phi = self.orb[:, i]
        return phi @ self.exchange @ phi, phi @ self.correlation(energy) @ phi


class Mesh:
    def __init__(self, n, head=0.0, stagger=0.0, shift=0.0):
        self.n = n
        self.k = 2 * np.pi * (np.arange(n) + shift) / n
        ham = np.zeros((n, 2, 2), complex)
        ham[:, 0, 0], ham[:, 1, 1] = stagger, -stagger
        ham[:, 0, 1] = -(T1 + T2 * np.exp(-1j * self.k))
        ham[:, 1, 0] = ham[:, 0, 1].conj()
        self.eps, self.u = np.linalg.eigh(ham)
        cells = np.arange(-80, 81)
        table = bare(cells[:, None, None] + TAU[:, None] - TAU[None, :])
        self.q = 2 * np.pi * np.arange(n) / n
        self.v = np.einsum('qr,rab->qab',
                           np.exp(-1j * np.outer(self.q, cells)), table)
        self.v[0] -= head
        self.wgrid = [self.screening(q, 1j * FREQ) for q in range(n)]
        self.edges = [(int(np.argmax(self.eps[:, 0])), 0),
                      (int(np.argmin(self.eps[:, 1])), 1)]

    def screening(self, q, z):
        """2x2 blocks of W - v for an array of complex frequencies z."""
        kq = (np.arange(self.n) + q) % self.n
        chi0 = np.zeros((len(z), 2, 2), complex)
        # Only pairs of one filled and one empty band contribute.
        for left, right, filling in ((0, 1, 1.0), (1, 0, -1.0)):
            rho = self.u[:, :, left].conj() * self.u[kq][:, :, right]
            diff = self.eps[:, left] - self.eps[kq, right]
            weight = 2 * filling / self.n / (z[:, None] + diff)
            chi0 += np.einsum('zk,ka,kb->zab', weight, rho, rho.conj())
        v = self.v[q]
        rhs = np.broadcast_to(v, chi0.shape)
        return np.linalg.solve(np.eye(2) - v @ chi0, rhs) - v

    def exchange(self, k):
        total = np.zeros((2, 2), complex)
        for q in range(self.n):
            occ = self.u[(k - q) % self.n, :, 0]
            total -= self.v[q] * np.outer(occ, occ.conj()) / self.n
        return total

    def correlation(self, k, energy):
        total = np.zeros((2, 2), complex)
        for q in range(self.n):
            p = (k - q) % self.n
            for band in (0, 1):
                a = energy - self.eps[p, band]
                kern = STEP * FREQ * a / (a**2 + FREQ**2)
                part = -np.tensordot(kern, self.wgrid[q], 1) / np.pi
                res = (np.heaviside(a, 0.5) if band == 1
                       else -np.heaviside(-a, 0.5))
                if res != 0:
                    z = np.array([abs(a)], complex)
                    part = part + res * self.screening(q, z)[0]
                vec = self.u[p, :, band]
                total += np.outer(vec, vec.conj()) * part / self.n
        return total

    def start(self, label):
        return self.eps[label]

    def level(self, label, energy):
        k, band = label
        vec = self.u[k, :, band]
        return (np.real(vec.conj() @ self.exchange(k) @ vec),
                np.real(vec.conj() @ self.correlation(k, energy) @ vec))

    def unfold(self, blocks):
        """Supercell site matrix built from the 2x2 momentum blocks."""
        total = np.zeros((2 * self.n, 2 * self.n), complex)
        for q, block in zip(self.q, blocks):
            phase = np.exp(1j * q * np.arange(self.n))[:, None]
            f = np.kron(phase / np.sqrt(self.n), np.eye(2))
            total += f @ block @ f.conj().T
        return total


def quasiparticle(model, label):
    e0 = model.start(label)
    return newton(lambda e: e0 + sum(model.level(label, e)) - VXC - e,
                  e0, tol=1e-12, maxiter=100)


def edge_energies(model):
    return np.array([quasiparticle(model, lab) for lab in model.edges])


def gap(model):
    low, high = edge_energies(model)
    return high - low


print(f"t1 = {T1:.2f} eV, t2 = {T2:.2f} eV, U = {U:.2f} eV")
print(f"lambda = {LAM:.2f} a, intracell distance = {DIST:.2f} a")
print(f"v_xc = {VXC:.2f} eV")

# Whole matrices, with inequivalent sites so that no symmetry helps.
sc, me = Supercell(5, stagger=0.5), Mesh(5, stagger=0.5)
dev_v = np.abs(sc.v - me.unfold(me.v)).max()
z = 0.7j
blocks = [me.screening(q, np.array([z]))[0] for q in range(5)]
dev_w = np.abs(sc.screening(z) - me.unfold(blocks)).max()
dev_x = np.abs(sc.exchange
               - me.unfold([me.exchange(k) for k in range(5)])).max()
dev_c = max(np.abs(sc.correlation(e) - me.unfold(
    [me.correlation(k, e) for k in range(5)])).max() for e in (0.3, -2.0))
assert max(dev_v, dev_w, dev_x, dev_c) < 1e-9
print("Staggered chain, n = 5, site energies +0.5 and -0.5 eV")
print("largest matrix deviations, supercell minus mesh (eV):")
print(f"  v {dev_v:.1e}, W-v {dev_w:.1e}, Sx {dev_x:.1e}, Sc {dev_c:.1e}")

# Worked example with four cells.
n = 4
sc, me = Supercell(n), Mesh(n)
formula = np.abs(T1 + T2 * np.exp(1j * me.k))
assert np.allclose(sc.eps, np.sort(np.r_[-formula, formula]), atol=1e-12)
assert np.allclose(np.diag(sc.dens), 0.5, atol=1e-12)
print("n = 4 levels: |k| in pi/a; energies in eV; sc = supercell")
print("   |k|     eps   Sx(sc)  Sx(mesh)  Sc(sc)  Sc(mesh)")
for i, e in enumerate(sc.eps):
    band = int(i >= n)
    k = int(np.argmin(np.abs(me.eps[:, band] - e)))
    xs, cs = sc.level(i, e)
    xm, cm = me.level((k, band), e)
    assert abs(xs - xm) < 1e-9 and abs(cs - cm) < 1e-8
    kabs = min(me.k[k], 2 * np.pi - me.k[k]) / np.pi
    print(f"  {kabs:4.2f} {e:8.4f} {xs:8.4f} {xm:8.4f} {cs:8.4f} {cm:8.4f}")

# The degenerate k, -k pair: self-energy proportional to the identity.
pair = sc.orb[:, 1:3]
assert abs(sc.eps[1] - sc.eps[2]) < 1e-12
block = pair.T @ (sc.exchange + sc.correlation(-2.0)) @ pair
assert np.allclose(block, block[0, 0] * np.eye(2), atol=1e-10)
print(f"off-diagonal Sigma in the k,-k pair: {abs(block[0, 1]):.1e} eV")

es, em = edge_energies(sc), edge_energies(me)
assert np.allclose(es, em, atol=1e-8)
print(f"n = 4 valence edge: sc {es[0]:.6f}, mesh {em[0]:.6f} eV")
print(f"n = 4 conduction edge: sc {es[1]:.6f}, mesh {em[1]:.6f} eV")
gap4 = em[1] - em[0]

# Removing the uniform q = 0 interaction.
c = float(np.real(me.v[0].mean()))
me_cut = Mesh(n, head=c)
for lab, expected in zip(me.edges, (c / n, 0.0)):
    x0, c0 = me.level(lab, 0.1)
    x1, c1 = me_cut.level(lab, 0.1)
    assert abs(x1 - x0 - expected) < 1e-10
    assert abs(c1 - c0) < 1e-10
print(f"removed q=0 constant c = {c:.4f} eV, c/4 = {c / n:.4f} eV")

# Gap against supercell size.
dense = gap(Mesh(48))
print("Gaps in eV; 'cut' = q=0 constant removed in both roads")
print("   n  start    G0W0(sc)  G0W0(mesh)  cut(sc)  cut(mesh)")
gaps = {}
worst = 0.0
for n in (2, 3, 4, 5, 6, 8, 12, 16):
    sc, me = Supercell(n), Mesh(n)
    gs, gm = gap(sc), gap(me)
    cs, cm = gap(Supercell(n, head=c)), gap(Mesh(n, head=c))
    worst = max(worst, abs(gs - gm), abs(cs - cm))
    gaps[n] = gm
    g0 = sc.eps[n] - sc.eps[n - 1]
    # Only even n contains the band edge at pi/a.
    excess = g0 - 2 * abs(T1 - T2)
    assert abs(excess) < 1e-10 if n % 2 == 0 else excess > 0.1
    print(f"  {n:2d} {g0:7.4f} {gs:10.6f} {gm:10.6f} {cs:9.5f} {cm:9.5f}")
assert worst < 1e-8
assert abs(gaps[16] - dense) < 1e-4
print(f"largest gap deviation between roads: {worst:.1e} eV")
print(f"mesh gap at n = 48: {dense:.6f} eV")
print(f"gap error at n = 16: {gaps[16] - dense:.1e} eV")

# Split of the n = 5 error: a 40-point mesh also holds k = 0.8 pi/a.
fine = Mesh(40)
same_k = quasiparticle(fine, (16, 1)) - quasiparticle(fine, (16, 0))
missing_edge = same_k - dense
short_ring = gaps[5] - same_k
assert missing_edge > abs(short_ring)
print(f"n = 5 gap error: {gaps[5] - dense:.4f} eV, made up of")
print(f"  missing band edge {missing_edge:.4f} eV (k = 0.8 pi/a, n = 40)")
print(f"  finite ring {short_ring:.4f} eV")
print(f"n = 6 gap error: {gaps[6] - dense:.4f} eV")

err24 = dense - gap(Mesh(24, head=c))
err48 = dense - gap(Mesh(48, head=c))
assert abs(err24 / err48 - 2) < 0.1
print(f"gap lowering by the cut: n=24 {err24:.5f}, n=48 {err48:.5f} eV")
print(f"ratio of these lowerings: {err24 / err48:.3f}")

# Mismatched calculations must disagree.
shifted = gap(Mesh(4, shift=0.5))
nearest = gap(Supercell(4, minimum_image=True))
one_sided = gap(Supercell(4, head=c))
for wrong in (shifted, nearest, one_sided):
    assert abs(wrong - gap4) > 1e-3
print(f"n = 4 matched gap: {gap4:.5f} eV; mismatched gaps:")
print(f"  mesh shifted by half a spacing: {shifted:.5f} eV")
print(f"  supercell, minimum-image interaction: {nearest:.5f} eV")
print(f"  supercell alone with q=0 cut: {one_sided:.5f} eV")
print("checks complete")
```

It prints:

```
t1 = 2.00 eV, t2 = 0.80 eV, U = 3.00 eV
lambda = 1.00 a, intracell distance = 0.45 a
v_xc = -1.50 eV
Staggered chain, n = 5, site energies +0.5 and -0.5 eV
largest matrix deviations, supercell minus mesh (eV):
  v 1.4e-15, W-v 8.3e-16, Sx 3.6e-15, Sc 3.5e-16
n = 4 levels: |k| in pi/a; energies in eV; sc = supercell
   |k|     eps   Sx(sc)  Sx(mesh)  Sc(sc)  Sc(mesh)
  0.00  -2.8000  -2.6381  -2.6381   0.0600   0.0600
  0.50  -2.1541  -2.5495  -2.5495   0.0182   0.0182
  0.50  -2.1541  -2.5495  -2.5495   0.0182   0.0182
  1.00  -1.2000  -2.4701  -2.4701  -0.0301  -0.0301
  1.00   1.2000  -0.6419  -0.6419   0.0301   0.0301
  0.50   2.1541  -0.5625  -0.5625  -0.0182  -0.0182
  0.50   2.1541  -0.5625  -0.5625  -0.0182  -0.0182
  0.00   2.8000  -0.4739  -0.4739  -0.0600  -0.0600
off-diagonal Sigma in the k,-k pair: 1.2e-16 eV
n = 4 valence edge: sc -2.184129, mesh -2.184129 eV
n = 4 conduction edge: sc 2.074108, mesh 2.074108 eV
removed q=0 constant c = 6.1281 eV, c/4 = 1.5320 eV
Gaps in eV; 'cut' = q=0 constant removed in both roads
   n  start    G0W0(sc)  G0W0(mesh)  cut(sc)  cut(mesh)
   2  2.4000   5.433847   5.433847   2.38768   2.38768
   3  3.4871   5.611673   5.611673   3.59911   3.59911
   4  2.4000   4.258237   4.258237   2.75028   2.75028
   5  2.8644   4.539729   4.539729   3.34408   3.34408
   6  2.4000   4.026633   4.026633   3.03023   3.03023
   8  2.4000   3.972622   3.972622   3.22904   3.22904
  12  2.4000   3.956948   3.956948   3.46294   3.46294
  16  2.4000   3.956119   3.956119   3.58600   3.58600
largest gap deviation between roads: 6.2e-15 eV
mesh gap at n = 48: 3.956074 eV
gap error at n = 16: 4.5e-05 eV
n = 5 gap error: 0.5837 eV, made up of
  missing band edge 0.4780 eV (k = 0.8 pi/a, n = 40)
  finite ring 0.1057 eV
n = 6 gap error: 0.0706 eV
gap lowering by the cut: n=24 0.24651, n=48 0.12313 eV
ratio of these lowerings: 2.002
n = 4 matched gap: 4.25824 eV; mismatched gaps:
  mesh shifted by half a spacing: 4.89438 eV
  supercell, minimum-image interaction: 4.10044 eV
  supercell alone with q=0 cut: 2.75028 eV
checks complete
```
